# Potential of a charge in a dielectric slab and its Keldysh limit, part 2

A unit positive charge sits at $(\mathbf 0,z')$ in a slab $0<z<d$ of permittivity $\epsilon$, with $\epsilon_1$ below and $\epsilon_2$ above. In Hartree atomic units (lengths in bohr) its potential, called $V(r;z,z')$ inside the slab, obeys

$$\nabla\cdot[\epsilon(z)\nabla\Phi]=-4\pi\,\delta^2(\mathbf r)\,\delta(z-z'),\qquad \Phi\to0 \text{ at infinity}. \tag{1}$$

The in-plane transform $\phi$ gives

$$\Phi(r,z)=\frac1{2\pi}\int_0^\infty q\,\phi(q;z,z')\,J_0(qr)\,dq, \tag{2}$$

if necessary as the limit $h\to0^+$ with a factor $e^{-qh}$. It obeys

$$\frac{d}{dz}\Big[\epsilon(z)\frac{d\phi}{dz}\Big]-\epsilon(z)q^2\phi=-4\pi\,\delta(z-z'), \tag{7}$$

$$\epsilon\,\phi'(0^+)=\epsilon_1q\,\phi(0),\qquad \epsilon\,\phi'(d^-)=-\epsilon_2q\,\phi(d). \tag{8}$$

With $z_<=\min(z,z')$, $z_>=\max(z,z')$, $\Delta=z_>-z_<$, the abbreviations are

$$x=qd,\quad a=qz_<,\quad b=q(d-z_>),\quad \eta_i=\frac{\epsilon_i}{\epsilon},\quad s=\eta_1+\eta_2,\quad \kappa=\frac{\epsilon_1+\epsilon_2}{2},$$

$$R_i=\frac{\epsilon-\epsilon_i}{\epsilon+\epsilon_i}=\frac{1-\eta_i}{1+\eta_i},\qquad P=R_1R_2,\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}=\frac ds .$$

Lemma 2 gave the exact solution, part (i) of the theorem:

$$\phi=\frac{4\pi}{\epsilon q}\,\frac{(\epsilon\cosh a+\epsilon_1\sinh a)(\epsilon\cosh b+\epsilon_2\sinh b)}{\epsilon(\epsilon_1+\epsilon_2)\cosh x+(\epsilon^2+\epsilon_1\epsilon_2)\sinh x}. \tag{4}$$

Equivalently,

$$\phi=\frac{2\pi}{\epsilon q}\Big\{e^{-q\Delta}+\frac{R_1e^{-q(z+z')}+R_2e^{-q(2d-z-z')}+P e^{-q(2d-\Delta)}+Pe^{-q(2d+\Delta)}}{1-Pe^{-2x}}\Big\}. \tag{9}$$

Lemma 3a: for $h>0$, $\int_0^\infty J_0(qr)e^{-qh}dq=g(h)$ with $g(h)=(r^2+h^2)^{-1/2}$. With $S(c)=\sum_{n\ge0}P^n g(2nd+c)$,

$$V=\frac1\epsilon\big\{g(\Delta)+R_1S(z+z')+R_2S(2d-z-z')+PS(2d-\Delta)+PS(2d+\Delta)\big\}. \tag{10}$$

At the midplane, $z=z'=d/2$,

$$V(r)=\frac1\epsilon\Big\{\frac1r+\sum_{n\ge0}P^n\Big[\frac{R_1+R_2}{\sqrt{r^2+(2n+1)^2d^2}}+\frac{2P}{\sqrt{r^2+(2n+2)^2d^2}}\Big]\Big\}. \tag{11}$$

The Keldysh form, with transform $V_K(r)$, is

$$\phi_K(q)=\frac{4\pi}{(\epsilon_1+\epsilon_2)\,q\,(1+r_0q)}=\frac{4\pi}{\epsilon q\,(s+x)}. \tag{3}$$

The thin, high-contrast limit is $\epsilon\to k\epsilon$, $d\to d/k$, $k\to\infty$ at fixed $\epsilon_1,\epsilon_2$. Still to be proved are two parts of the theorem. Part (ii): for $m=\max(x,\eta_1,\eta_2)\le1$, $|\phi/\phi_K-1-\delta_2|\le Cm^4$ with a numerical constant $C$ and

$$\delta_2=\frac{a^2+b^2}{2}+\eta_1a+\eta_2b-\frac{\tfrac12sx^2+\tfrac16x^3+\eta_1\eta_2x}{s+x} \tag{5}$$

of order $m^2$; hence $\phi\to\phi_K$ at fixed $q$, uniformly in $z,z'$, with relative error of order $k^{-2}$. Part (iii): $V\to V_K$ at fixed $r>0$, uniformly in $z,z'$, and

$$V_K(r)=\frac{\pi}{\epsilon d}\Big[H_0\Big(\frac r{r_0}\Big)-Y_0\Big(\frac r{r_0}\Big)\Big],\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}. \tag{6}$$

Here $J_0(\rho)=\sum_{k\ge0}(-1)^k\rho^{2k}/(4^kk!^2)$, $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$, $\mathcal H_k=1+\frac12+\dots+\frac1k$, and

$$Y_0(\rho)=\frac2\pi\Big[\ln\frac\rho2+\gamma\Big]J_0(\rho)+\frac2\pi\sum_{k\ge1}\frac{(-1)^{k+1}\mathcal H_k\,\rho^{2k}}{4^k\,k!^2},\qquad H_0(\rho)=\frac2\pi\sum_{k\ge0}\frac{(-1)^k\rho^{2k+1}}{[(2k+1)!!]^2}.$$

The example slab has $\epsilon=20$, $d=10$ bohr, $\epsilon_1=3$, $\epsilon_2=1$. "The program" is the text's numerical check, which includes a finite-element solution of (7).

**Lemma 4 (flux balance).** Exactly, for every $q$ and every contrast,

$$\epsilon_1q\,\phi(0)+\epsilon_2q\,\phi(d)+\epsilon q^2\int_0^d\phi\,dz=4\pi. \tag{12}$$

*Proof.* Integrate (7) from $0^+$ to $d^-$: $\epsilon\phi'(d^-)-\epsilon\phi'(0^+)-\epsilon q^2\int_0^d\phi\,dz=-4\pi$. Insert (8) and change the overall sign. $\square$

*Remark.* Equation (12) is Gauss's law for one Fourier component. The flux $4\pi$ of the unit charge leaves through the lower face (first term), through the upper face (second term), or sideways within the slab (third term, the in-plane divergence of $\mathbf D$ summed over the thickness). If $\phi$ does not vary across the slab, (12) becomes $[(\epsilon_1+\epsilon_2)q+\epsilon dq^2]\phi=4\pi$, which is (3). The length $r_0$ is the inverse of the wavenumber at which leakage and in-plane flux are equal, $(\epsilon_1+\epsilon_2)q=\epsilon dq^2$. Everything then rests on the flatness of $\phi$, and (4) shows what that requires: the factor $\cosh a+\eta_1\sinh a$ stays near 1 across the slab if $x$ and $\eta_1x$ are small, and likewise for the factor with $b$ and $\eta_2$. For the in-plane term to matter at such $q$ one needs $qr_0=x/s$ of order one or larger, which with $x\ll1$ requires $s\ll1$. Thinness makes the potential flat, and contrast opens a window $1/r_0\lesssim q\ll1/d$ in which the flat potential differs from the unscreened one. The program tests (12) by quadrature of (9) with the source off the midplane.

*Remark (uniaxial slab).* If the slab has $\epsilon_\parallel$ in the plane and $\epsilon_\perp$ along $z$, (7) reads $(\epsilon_\perp\phi')'-\epsilon_\parallel q^2\phi=-4\pi\delta(z-z')$ inside. Put $\zeta=\nu z$ with $\nu=\sqrt{\epsilon_\parallel/\epsilon_\perp}$ and $\bar\epsilon=\sqrt{\epsilon_\parallel\epsilon_\perp}$. Then the normal displacement is $\epsilon_\perp\,d\phi/dz=\bar\epsilon\,d\phi/d\zeta$, the equation becomes $\nu[\bar\epsilon\phi_{\zeta\zeta}-\bar\epsilon q^2\phi]=-4\pi\nu\,\delta(\zeta-\zeta')$ because $\epsilon_\parallel/\nu=\bar\epsilon$ and $\delta(z-z')=\nu\,\delta(\zeta-\zeta')$, and the problem is the isotropic one with permittivity $\bar\epsilon$ and thickness $\nu d$. The product is $\bar\epsilon\nu d=\epsilon_\parallel d$, so $r_0=\epsilon_\parallel d/(\epsilon_1+\epsilon_2)$, under the conditions $\nu qd\ll1$ and $\epsilon_i\ll\bar\epsilon$. This mapping is not among the program's tests.

**Lemma 5 (long waves at any contrast).** As $q\to0$ with all permittivities fixed,

$$\frac{4\pi}{q\phi}=(\epsilon_1+\epsilon_2)\,[1+r_{\rm eff}\,q+O(q^2)],\qquad r_{\rm eff}=r_0+\frac{\eta_1\eta_2}{s}d-\eta_1z_<-\eta_2(d-z_>). \tag{13}$$

At the midplane $r_{\rm eff}=r_{\rm mid}=r_0\,[1-\frac12(\eta_1^2+\eta_2^2)]$.

*Proof.* Divide numerator and denominator of (4) by $\epsilon^2$:

$$\frac{4\pi}{q\phi}=\epsilon\,\frac{s\cosh x+(1+\eta_1\eta_2)\sinh x}{(\cosh a+\eta_1\sinh a)(\cosh b+\eta_2\sinh b)}. \tag{14}$$

To first order in $q$ the numerator is $s+(1+\eta_1\eta_2)x$ and the denominator is $1+\eta_1a+\eta_2b$, so the quotient is $s+(1+\eta_1\eta_2)x-s(\eta_1a+\eta_2b)$. Taking out $\epsilon s=\epsilon_1+\epsilon_2$ leaves $1+q[d/s+\eta_1\eta_2d/s-\eta_1z_<-\eta_2(d-z_>)]$, which is (13). At the midplane the last two terms are $-sd/2$, so $r_{\rm mid}/r_0=1+\eta_1\eta_2-s^2/2=1-(\eta_1^2+\eta_2^2)/2$. $\square$

*Remark.* Relative to $r_0=d/s$, the correction is $\eta_1\eta_2-s[\eta_1z_<+\eta_2(d-z_>)]/d$, second order in the $\eta_i$ for every position. In a uniform medium, $\eta_1=\eta_2=1$ and $s=2$, (13) gives $r_{\rm eff}=d/2+d/2-(d-\Delta)=\Delta$, as it must: then $R_i=0$, (9) is $2\pi e^{-q\Delta}/(\epsilon q)$, and $e^{q\Delta}=1+q\Delta+\dots$. In that case $r_{\rm mid}=0$ while $r_0=d/2$, so the formula $r_0=\epsilon d/(\epsilon_1+\epsilon_2)$ assigns a screening length to a slab that is not there. The program verifies (13) and $r_{\rm mid}$ by symbolic differentiation of (4).

**Lemma 6 (the error).** Part (ii) of the theorem holds, and at the midplane

$$\delta_2=\frac{x\,[\frac1{12}x^2+\frac14sx+\frac12(\eta_1^2+\eta_2^2)]}{s+x}>0. \tag{15}$$

*Proof.* From (3), $4\pi/(q\phi_K)=\epsilon(s+x)$; dividing by (14),

$$\frac{\phi}{\phi_K}=\frac{N}{M},\quad N=(\cosh a+\eta_1\sinh a)(\cosh b+\eta_2\sinh b),\quad M=\frac{s\cosh x+(1+\eta_1\eta_2)\sinh x}{s+x}.$$

Let $m\le1$. For $0\le y\le m$ the Taylor series give $\cosh y=1+y^2/2+O(m^4)$, $\sinh y=y+O(m^3)$ and $\sinh y=y+y^3/6+y\,O(m^4)$, with numerical constants. Each factor of $N$ is $1+a^2/2+\eta_1a+O(m^4)$, because $\eta_1(\sinh a-a)=O(m^4)$; the cross terms of the product are $O(m^2)\,O(m^2)$. So $N=1+n_2+\tau_1$ with $n_2=(a^2+b^2)/2+\eta_1a+\eta_2b$ and $|\tau_1|\le C_1m^4$. No odd order appears: $\cosh$ is even, and $\sinh$ comes multiplied by an $\eta$. The numerator of $M$ is

$$s+x+\big[\tfrac12sx^2+\tfrac16x^3+\eta_1\eta_2x\big]+s\,O(m^4)+x\,O(m^4),$$

the last term including $\eta_1\eta_2(\sinh x-x)$. Since $s/(s+x)\le1$ and $x/(s+x)\le1$, division gives $M=1+d_2+\tau_2$ with $d_2$ the fraction in (5), $0\le d_2\le x^2/2+x^2/6+\eta_1\eta_2\le\frac53m^2$, and $|\tau_2|\le C_2m^4$, whatever the ratio $x/s$. Also $M\ge1$, because $\cosh x\ge1$ and $\sinh x\ge x$. With $\delta_2=n_2-d_2$,

$$\frac NM-1-\delta_2=\frac{N-M-\delta_2M}{M}=\frac{\tau_1-\tau_2-\delta_2(d_2+\tau_2)}{M},$$

and every term in the last numerator is bounded by a constant times $m^4$.

At the midplane $n_2=x^2/4+sx/2$. Over the common denominator,

$$(s+x)\,n_2=\tfrac14sx^2+\tfrac14x^3+\tfrac12s^2x+\tfrac12sx^2,$$

and subtracting $\frac12sx^2+\frac16x^3+\eta_1\eta_2x$ leaves $\frac1{12}x^3+\frac14sx^2+(\frac12s^2-\eta_1\eta_2)x$, with $\frac12s^2-\eta_1\eta_2=\frac12(\eta_1^2+\eta_2^2)$. $\square$

*Remark (sign and consistency).* The sign of $\delta_2$ depends on position. For charges on opposite faces $a=b=0$ and $\delta_2=-d_2<0$; at the midplane it is positive. For $x\ll s$, (15) reduces to $x(\eta_1^2+\eta_2^2)/(2s)=q(r_0-r_{\rm mid})$, in agreement with Lemma 5. Because the limit is uniform in $z$ and $z'$, it also holds for carriers spread over the thickness with any normalized distributions; the leading relative error is then the average of $\delta_2$ over those distributions, with a remainder of order $m^4$ that also depends on them.

*Remark (failure without contrast).* At fixed $\eta_i$ the ratio $\phi/\phi_K$ still tends to 1 as $q\to0$, but only because both functions tend to $2\pi/(\kappa q)$; the error is $q(r_0-r_{\rm eff})$, which, except at the special pairs of heights where (13) gives $r_{\rm eff}=r_0$, is of the same order in $q$ as the term $r_0q$ that the Keldysh form is meant to supply. In the uniform medium with $z=z'$, $\phi=2\pi/(\epsilon q)$ and (3) with $s=2$ gives $\phi/\phi_K=1+x/2$ exactly. The finite-element solution at $qd=0.1$ gives $1.0500$, and the program asserts this agreement.

*Remark (failure without thinness).* At the midplane every term of the fraction in (9) carries at least $e^{-x}$, so for $x\gg1$ the potential is the bulk one, $2\pi/(\epsilon q)$, and $\phi/\phi_K\to(s+x)/2$, which grows without bound. The Keldysh form falls as $q^{-2}$, the true one as $q^{-1}$. For the example slab, $s=0.150+0.050$ and $x=30$ give $(0.2+30)/2=15.100$, as printed and asserted.

The program verifies (5) and (15) by symbolic expansion. It also evaluates the error of (3) on a grid of $q$ with $qr_0\le5$ and heights $z/d,z'/d\in\{0,0.3,0.5,1\}$: the largest $|\phi/\phi_K-1|$ is $6.576\times10^{-3}$ at $k=8$ and $1.646\times10^{-3}$ at $k=16$, a ratio of $3.995$ where $k^{-2}$ scaling gives 4, and the largest remainder beyond $\delta_2$ falls from $1.086\times10^{-5}$ to $6.797\times10^{-7}$, a ratio of $15.97$ where $k^{-4}$ scaling gives 16.

## Real space

**Lemma 7.** $V_K(r)=F(\rho)/(\kappa r_0)$ with $\rho=r/r_0$ and

$$F(\rho)=\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{\rho^2+t^2}}=\int_0^\infty\frac{e^{-\rho u}\,du}{\sqrt{1+u^2}}=\frac\pi2\,[H_0(\rho)-Y_0(\rho)]. \tag{16}$$

Moreover $F=\ln(2/\rho)-\gamma+\rho+o(\rho)$ as $\rho\to0$, and $0\le F-\rho^{-1}+\rho^{-3}\le9\rho^{-5}$ and $F<1/\rho$ for all $\rho>0$.

*Proof.* Step 1, the integral. By (2) and (3), $V_K=\kappa^{-1}\lim_{h\to0^+}\int_0^\infty J_0(qr)e^{-qh}(1+r_0q)^{-1}dq$, the prefactor being $4\pi/[2\pi(\epsilon_1+\epsilon_2)]=1/\kappa$. Write $(1+r_0q)^{-1}=\int_0^\infty e^{-t}e^{-tr_0q}dt$. For $h>0$ the double integral converges absolutely, and Lemma 3a gives $\int_0^\infty e^{-t}g(h+r_0t)\,dt$. The integrand is bounded by $e^{-t}/r$, so the limit may be taken inside:

$$V_K=\frac{I(r_0)}{\kappa},\qquad I(\ell)=\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+\ell^2t^2}} . \tag{17}$$

Taking $r_0$ out of the root gives the first form of $F$, and $t=\rho u$ gives the second.

Step 2, the differential equation. Let $L y=\rho y''+y'+\rho y$. Differentiation under the integral brings down factors $-u$, so

$$LF=\int_0^\infty e^{-\rho u}\,\frac{\rho(1+u^2)-u}{\sqrt{1+u^2}}\,du=-\int_0^\infty\frac{d}{du}\Big[e^{-\rho u}\sqrt{1+u^2}\Big]du=1,$$

since $\frac{d}{du}[e^{-\rho u}\sqrt{1+u^2}]=e^{-\rho u}[-\rho\sqrt{1+u^2}+u/\sqrt{1+u^2}]$ and the bracket falls from 1 to 0.

Step 3, the special functions. On a power, $L\rho^n=n^2\rho^{n-1}+\rho^{n+1}$. For $\frac\pi2H_0=\sum c_k\rho^{2k+1}$ with $c_k=(-1)^k/[(2k+1)!!]^2$, the coefficient of $\rho^{2k}$ in $L(\frac\pi2H_0)$ is $(2k+1)^2c_k+c_{k-1}=0$ for $k\ge1$ and $c_0=1$ for $k=0$; so $L(\frac\pi2H_0)=1$. For $J_0=\sum j_k\rho^{2k}$ with $j_k=(-1)^k/(4^kk!^2)$, $4k^2j_k+j_{k-1}=0$, so $LJ_0=0$. For $Y_0$, the product rule gives $L(J_0\ln\rho)=\ln\rho\,LJ_0+2J_0'-J_0/\rho+J_0/\rho=2J_0'$, whose coefficient of $\rho^{2k-1}$ is $4kj_k=(-1)^k/[k\,4^{k-1}(k-1)!^2]$. The power series in $\frac\pi2Y_0$, with coefficients $p_k=(-1)^{k+1}\mathcal H_k/(4^kk!^2)$ and $p_0=0$, contributes $4k^2p_k+p_{k-1}=(-1)^{k+1}(\mathcal H_k-\mathcal H_{k-1})/[4^{k-1}(k-1)!^2]$, and $\mathcal H_k-\mathcal H_{k-1}=1/k$ makes the two cancel. So $LY_0=0$. $J_0$ and $Y_0$ are independent, one being finite at the origin and the other not, and they span the solutions of the second-order equation $Ly=0$. Therefore $F=\frac\pi2H_0+\alpha J_0+\alpha'Y_0$ with constants $\alpha,\alpha'$.

Step 4, small $\rho$. Since $(1+u^2)^{-1/2}$ is the derivative of $\operatorname{arsinh}u$, which vanishes at $u=0$, integration by parts gives $F=\rho\int_0^\infty e^{-\rho u}\operatorname{arsinh}u\,du$. Split $\operatorname{arsinh}u=\ln 2u+w(u)$ with $w=\ln[\frac12(1+\sqrt{1+u^{-2}})]\ge0$. With $t=\rho u$, the first part gives $\int_0^\infty e^{-t}[\ln(2/\rho)+\ln t]\,dt=\ln(2/\rho)-\gamma$. For the second, the antiderivatives $u\operatorname{arsinh}u-\sqrt{1+u^2}$ and $u\ln2u-u$ differ by $uw(u)-(\sqrt{1+u^2}-u)$, which equals $-1$ at $u=0$ and tends to 0 at infinity, where $w\simeq1/(4u^2)$. So $\int_0^\infty w\,du=1$, and by dominated convergence the second part is $\rho+o(\rho)$. As $\rho\to0$, $H_0\to0$, $J_0\to1$ and $Y_0-\frac2\pi[\ln(\rho/2)+\gamma]\to0$. Matching the logarithm gives $\alpha'=-\pi/2$, which also supplies the constant $-\gamma$, so $\alpha=0$. The linear term $\rho$ agrees with the first term of $\frac\pi2H_0$.

Step 5, large $\rho$. Taylor's theorem for $(1+v)^{-1/2}$ in $v=u^2$, whose second derivative $\frac34(1+v)^{-5/2}$ lies in $(0,\frac34]$, gives $0\le(1+u^2)^{-1/2}-1+\frac12u^2\le\frac38u^4$. With $\int_0^\infty u^ne^{-\rho u}du=n!/\rho^{n+1}$ the bounds follow, $\frac12\cdot2!=1$ and $\frac38\cdot4!=9$. The inequality $F<1/\rho$ follows from $(1+u^2)^{-1/2}<1$. $\square$

The prefactor of (6) is $\frac\pi2\cdot\frac1{\kappa r_0}=\frac{\pi}{\epsilon d}$, because $\kappa r_0=\epsilon d/2$. The program tests (16) at four values of $\rho$ against a direct oscillatory integration of the Hankel transform and against quadrature of the Laplace form, tests $LF=1$ there, and tests both expansions at one point each.

*Remark (meaning of the two regimes).* For $r\ll r_0$, $V_K\simeq\frac{2}{\epsilon d}[\ln(2r_0/r)-\gamma]$. The field $2/(\epsilon dr)$ is what Gauss's law gives when the whole flux $4\pi$ passes through the side wall, of area $2\pi rd$, of a cylinder cut from the slab: the field lines are confined to the slab, and the surroundings enter only through the additive constant. For $r\gg r_0$, $V_K\simeq\frac1{\kappa r}(1-r_0^2/r^2)$: the flux has leaked out. At the midplane the true potential (11) has a third regime, $1/(\epsilon r)$ as $r/d\to0$, which $V_K$ lacks.

**Lemma 8 (the image series becomes the Laplace integral).** In the thin, high-contrast limit $V(r;z,z')\to V_K(r)$ for fixed $r>0$, uniformly in $z,z'$.

*Proof.* For large $k$, $0<R_i<1$. Let $\beta=-\ln P>0$ and $\ell=2d/\beta$. From $R_i=(1-\eta_i)/(1+\eta_i)$, $-\ln R_i=2\operatorname{artanh}\eta_i=2\eta_i[1+O(\eta_i^2)]$, so $\beta\to0$, $\epsilon\beta\to2(\epsilon_1+\epsilon_2)$ and $\ell=2\epsilon d/(\epsilon\beta)\to r_0$. The function $f(t)=e^{-t}g(\ell t)$ is positive and decreasing with $f(0)=1/r$ and $\int_0^\infty f\,dt=I(\ell)$, and $S(0)=\sum_nf(n\beta)$ because $P^n=e^{-n\beta}$ and $2nd=\ell n\beta$. For a decreasing function, $\beta f((n+1)\beta)\le\int_{n\beta}^{(n+1)\beta}f\,dt\le\beta f(n\beta)$; summing over $n$ gives $I\le\beta S(0)\le I+\beta/r$. All four offsets $c$ in (10) lie between 0 and $4d$, and $g$ is decreasing, so

$$S(0)\ge S(c)\ge S(4d)=P^{-2}\,[S(0)-g(0)-Pg(2d)]\ge S(0)-\frac2r,$$

where the sum was relabelled by $n\to n+2$, and $P^{-2}\ge1$ multiplies a positive bracket. Hence $|\beta S(c)-I(\ell)|\le2\beta/r\to0$ for every offset. $I(\ell)\to I(r_0)$ by dominated convergence. In (10) the direct term is at most $1/(\epsilon r)\to0$, the weights $R_1,R_2,P,P$ tend to 1, and so

$$V\to\frac{4\,I(r_0)}{\lim\epsilon\beta}=\frac{4\,I(r_0)}{2(\epsilon_1+\epsilon_2)}=\frac{I(r_0)}\kappa=V_K .\qquad\square$$

*Remark.* The Keldysh potential is the continuum limit of the chain of images: spacing of order $d$, strength decaying with vertical distance $h$ as $e^{-h/r_0}$. The bound $2\beta/r$, compared with $I$ of order $1/r_0$ at $r\lesssim r_0$, is small when $\beta r_0/r\simeq 2d/r$ is small, which is the real-space condition $r\gg d$. This is an upper bound that proves convergence; it is not an estimate of the actual error.

*Proof of the theorem.* Part (i) is Lemma 2. Part (ii) is Lemma 6; in the limit $m\propto1/k$ at fixed $q$, and $|\delta_2|$ is bounded by a constant times $m^2$. Part (iii) is Lemmas 7 and 8. $\blacksquare$

*Remark (reach of the model).* The theorem is about macroscopic electrostatics. For a layer a few atoms thick, $\epsilon$ and $d$ are not separately well defined, and only the product that fixes $r_0$ enters the limit. Locality fails at wavenumbers near the inverse lattice spacing, the static assumption fails when the energies of interest approach those of the excitations that do the screening, and mobile carriers in the slab or its neighbours add a response that (1) does not contain.

The theorem is now proved: in the thin, high-contrast limit the slab potential tends to the Keldysh form in momentum space and in real space, with a known leading error in momentum space. What remains is the consequence for the binding energy of an exciton and a worked numerical example.

Numbers in the example were calculated in double precision.
